# Energy Given to a Ground-State Oscillator by a Time-Dependent Force

**Q:** An ion flies past a bound electron and pulls on it for a short time. If the electron started in its ground state, how much energy is left in it? I doubt there is a simple answer without perturbation theory.

**A:** There is one for a harmonic well and a force that is uniform across it. Take one dimension first, with mass $m$, angular frequency $\omega$ and a prescribed real force $F(t)$:

$$H(t)=H_0-xF(t),\qquad H_0=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2}.$$

The minus sign makes positive $F$ push towards positive $x$, since $-\partial(-xF)/\partial x=F$. I assume that $F$ vanishes at early and late times and that $\int|F|\,dt$ is finite. "Energy left" then means the change in $\langle H_0\rangle$ from before the force to after it.

**Q:** The wave packet may move and change shape. How do you avoid solving for it?

**A:** By following one operator, the lowering operator

$$a=\sqrt{\frac{m\omega}{2\hbar}}\left(x+\frac{ip}{m\omega}\right),\qquad [a,a^\dagger]=1.$$

Adding $a$ and $a^\dagger$ gives $x=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)$, and $H_0=\hbar\omega(a^\dagger a+\tfrac12)$. The two commutators needed are

$$[a,H_0]=\hbar\omega a,\qquad [a,x]=\sqrt{\frac{\hbar}{2m\omega}}.$$

The Heisenberg equation $i\hbar\,\dot a=[a,H]$ becomes

$$i\hbar\,\dot a=\hbar\omega a-F(t)\sqrt{\frac{\hbar}{2m\omega}}.$$

Dividing by $i\hbar$ and using $-1/i=i$ gives

$$\dot a=-i\omega a+\frac{iF(t)}{\sqrt{2m\hbar\omega}}.$$

The force enters as an ordinary number because $x$ is linear in $a$ and $a^\dagger$.

**Q:** Where does resonance enter? So far $F$ acts at every instant alike.

**A:** Remove the free rotation by setting $b(t)=e^{i\omega t}a(t)$. Its derivative is $e^{i\omega t}(\dot a+i\omega a)$, so the term in $a$ cancels:

$$\dot b=\frac{i}{\sqrt{2m\hbar\omega}}F(t)e^{i\omega t}.$$

Integrate over the whole pulse:

$$b_{\rm out}=b_{\rm in}+\beta,\qquad \beta=\frac{i\tilde F(\omega)}{\sqrt{2m\hbar\omega}},\qquad \tilde F(\omega)=\int_{-\infty}^{\infty}F(t)e^{i\omega t}\,dt.$$

There is no $1/2\pi$ in this transform; another convention would change the prefactor of the energy. Pushes in step with the free motion add up in $\tilde F(\omega)$, and pushes out of step cancel.

**Q:** That is an amplitude. What is the energy, and where is the ground state used?

**A:** The phase drops out of $a^\dagger a=b^\dagger b$. The energy change is therefore

$$\Delta E=\hbar\omega\left[\langle(b_{\rm in}^\dagger+\beta^*)(b_{\rm in}+\beta)\rangle-\langle b_{\rm in}^\dagger b_{\rm in}\rangle\right].$$

Multiplying out, the quadratic operator terms cancel:

$$\Delta E=\hbar\omega\left[|\beta|^2+2\,{\rm Re}\left(\beta\langle b_{\rm in}\rangle^*\right)\right].$$

This holds for any initial state with finite energy. In the ground state $\langle b_{\rm in}\rangle=0$, so

$$\Delta E=\hbar\omega\,\frac{|\tilde F(\omega)|^2}{2m\hbar\omega}=\frac{|\tilde F(\omega)|^2}{2m}.$$

Planck's constant has cancelled. The result is the energy that a classical oscillator gains from rest, and no step required the force to be weak.

**Q:** Does any other start give a different answer?

**A:** Every number state also has $\langle b_{\rm in}\rangle=0$ and gains the same mean energy. So does a thermal mixture of number states.

An oscillator already swinging can gain more or less, depending on its phase. Choose a coherent state with $\langle b_{\rm in}\rangle=-\beta$. The bracket becomes $|\beta|^2-2|\beta|^2=-|\beta|^2$, and the oscillator loses $|\tilde F|^2/2m$. The pulse has brought it to rest.

**Q:** I would like to see this with a force that is not weak.

**A:** Take Hartree atomic units, $m=1.7$, $\omega=0.8$, and

$$F(t)=e^{-(t/2.5)^2}\cos(0.7t+0.1t^2).$$

Numerical quadrature gives $|\tilde F(\omega)|=2.1061$, hence

$$\Delta E=\frac{2.1061^2}{2\times1.7}=1.3046.$$

One can instead propagate the wave function by the split-operator method, here on 256 points in a box of length 30, from $t=-15$ to $15$ in steps of 0.01. The energy gain is then 1.3046 from the ground state and 1.3046 from the first excited state. The opposed coherent state changes by $-1.3046$.

**Q:** But the levels are spaced by $\hbar\omega=0.8$. The oscillator cannot absorb 1.3046.

**A:** Not in a single energy measurement. The formula gives a mean, and the distribution behind it follows from the same shift. Acting on the initial ground state, $b_{\rm out}$ gives $\beta$ times that state. In the Schrödinger picture this says that the final state $|\psi\rangle$ obeys

$$a|\psi\rangle=\alpha|\psi\rangle,\qquad |\alpha|=|\beta|.$$

Write $|\psi\rangle=\sum_n c_n|n\rangle$ and use $a|n\rangle=\sqrt n\,|n-1\rangle$. Comparing coefficients gives $\sqrt{n+1}\,c_{n+1}=\alpha c_n$, so $c_n=c_0\alpha^n/\sqrt{n!}$. Normalization requires $|c_0|^2e^{|\alpha|^2}=1$. Hence

$$P_n=e^{-N}\frac{N^n}{n!},\qquad N=|\beta|^2=\frac{\Delta E}{\hbar\omega}.$$

For the pulse above, $N=1.3046/0.8=1.631$. The formula gives $P_0=e^{-1.631}=0.196$ and $P_1=1.631P_0=0.319$. Projecting the propagated wave function on the number states gives these same two values, followed by $P_2=0.260$.

**Q:** What does the length of a pulse do?

**A:** A Gaussian shows both limits. For $F(t)=F_0e^{-t^2/2\tau^2}$, completing the square in the exponent gives $\tilde F=\sqrt{2\pi}\,F_0\tau e^{-\omega^2\tau^2/2}$, and

$$\Delta E=\frac{\pi F_0^2\tau^2}{m}e^{-\omega^2\tau^2}.$$

When $\omega\tau\ll1$, the exponential is near one. The energy is $J^2/2m$ with impulse $J=\sqrt{2\pi}F_0\tau$, as for a free particle struck at rest: the well has no time to act. When $\omega\tau\gg1$, the electron follows the slow force out and back, and little energy remains. At fixed peak force $F_0$, setting the derivative of $2\ln\tau-\omega^2\tau^2$ to zero gives the largest transfer at $\tau=1/\omega$.

**Q:** Now the ion. Its force has a Coulomb tail and two components.

**A:** Let an ion of charge $Ze$ move on a straight line at constant speed $v$, at distance $b_0$ from the centre of an isotropic well. Put $k=Ze^2/4\pi\varepsilon_0$. With the force taken at the centre of the well, the attraction towards the ion has components

$$F_\perp=\frac{kb_0}{(b_0^2+v^2t^2)^{3/2}},\qquad F_\parallel=\frac{kvt}{(b_0^2+v^2t^2)^{3/2}}.$$

They fall as $|t|^{-3}$ and $t^{-2}$, so both are absolutely integrable. The Hamiltonian is a sum over axes, so the energies add.

**Q:** And the transforms?

**A:** Both follow from one integral, which defines the modified Bessel function $K_0$ for $\omega>0$:

$$\int_{-\infty}^{\infty}\frac{\cos\omega t}{\sqrt{b_0^2+v^2t^2}}\,dt=\frac2vK_0(\xi),\qquad \xi=\frac{\omega b_0}{v}.$$

Apply $-k\,\partial/\partial b_0$. The left side becomes $\tilde F_\perp$; on the right, $K_0'=-K_1$ and $\partial\xi/\partial b_0=\omega/v$:

$$\tilde F_\perp=\frac{2k\omega}{v^2}K_1(\xi)=\frac{2k}{b_0v}\,\xi K_1(\xi).$$

The parallel force is odd in time, so only the sine part of $e^{i\omega t}$ contributes. Since

$$F_\parallel=-\frac{k}{v}\frac{d}{dt}\frac{1}{\sqrt{b_0^2+v^2t^2}},$$

integration by parts moves the derivative onto $\sin\omega t$ and the boundary terms vanish:

$$\tilde F_\parallel=\frac{ik\omega}{v}\int_{-\infty}^{\infty}\frac{\cos\omega t\,dt}{\sqrt{b_0^2+v^2t^2}}=i\,\frac{2k}{b_0v}\,\xi K_0(\xi).$$

Adding the squared moduli and dividing by $2m$,

$$\Delta E=\frac{2k^2}{mv^2b_0^2}\,\xi^2\left[K_0^2(\xi)+K_1^2(\xi)\right].$$

As $\xi\to0$, $\xi K_1\to1$ and $\xi K_0\to0$. This leaves the free-electron impulse energy $2k^2/mv^2b_0^2$. For large $\xi$, both functions approach $\sqrt{\pi/2\xi}\,e^{-\xi}$, so the factor after the prefactor tends to $\pi\xi e^{-2\xi}$: a slow or distant ion leaves exponentially little energy.

**Q:** Valence electrons in silicon are not held by separate springs. What would $\omega$ be?

**A:** Model them as a cold uniform gas of density $n$ on a fixed positive background. Let the ion displace them by a small field $\mathbf s(\mathbf r,t)$. The density changes by $-n\nabla\cdot\mathbf s$, so the charge density is $+en\nabla\cdot\mathbf s$ and

$$\nabla\cdot\mathbf E_{\rm ind}=\frac{en}{\varepsilon_0}\nabla\cdot\mathbf s.$$

The ion's field and the induced field are both treated as electrostatic and have no curl, so a gas starting at rest acquires a curl-free $\mathbf s$. Two curl-free fields with equal divergence that vanish far away are equal, hence $\mathbf E_{\rm ind}=en\mathbf s/\varepsilon_0$. Newton's law is then

$$m\ddot{\mathbf s}=-e\mathbf E_{\rm ion}-m\omega_p^2\mathbf s,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

Each electron responds as an oscillator at the plasma frequency, driven by the bare ion field. The spring energy $\tfrac12m\omega_p^2s^2$ is the induced field energy per electron. This supports the mean energy in linear response. Treating each electron as a separate quantum oscillator, with its own quanta and zero-point width, is a further assumption.

**Q:** Put in numbers.

**A:** Take a 400 keV proton passing at 0.30 nm. With eight atoms per cubic cell, four valence electrons each and a cell edge set to 0.543 nm in the model (silicon's is about 0.54 nm),

$$n=\frac{32}{(0.543\ {\rm nm})^3}=199.9\ {\rm nm^{-3}},\qquad \hbar\omega_p=16.60\ {\rm eV}.$$

In atomic units $v=4.001$, $b_0=5.669$ and $\omega_p=0.6101$, so

$$\xi=\frac{0.6101\times5.669}{4.001}=0.864.$$

The Bessel formulas give $|\tilde F_\perp|=0.05824$ and $|\tilde F_\parallel|=0.03910$. With $m=1$,

$$\Delta E=\frac{0.05824^2+0.03910^2}{2}=0.00246\ {\rm hartree}=0.067\ {\rm eV}.$$

The transverse part is 0.046 eV and the longitudinal part 0.021 eV. A free electron would receive 0.106 eV in the impulse approximation, so binding reduces the transfer to 63% of that value.

**Q:** An energy of 0.067 eV looks too small to excite a 16.6 eV resonance.

**A:** It is again a mean. In the separate-oscillator picture, $N=0.067/16.60=0.0040$. The probability of any excitation is $1-e^{-N}$, also 0.0040 at this precision. About one passage in 250 excites the oscillator, almost always by one quantum.

**Q:** Would a faster proton deposit more?

**A:** Less, over the range computed here. With distance and resonance held fixed:

| Proton energy (keV) | Transfer (eV) |
|---:|---:|
| 200 | 0.086 |
| 400 | 0.067 |
| 800 | 0.043 |
| 1600 | 0.025 |

The impulse energy varies as $1/v^2$ and halves at each doubling of the proton energy. The transfer falls more slowly because the passage also becomes more sudden: its ratio to the impulse energy rises from 0.41 at 200 keV to 0.94 at 1600 keV. The trend cannot continue to very low speed, where the exponential factor suppresses the transfer.

**Q:** The ion's field is hardly uniform over an electron cloud. How much does that matter?

**A:** The zero-point width of the separate oscillator is $\sqrt{\hbar/2m\omega_p}=0.048$ nm along each axis, about one sixth of the passing distance. To size the effect, expand the force to first order in the electron's displacement. The Hamiltonian stays quadratic, so the equations for the mean position and for the widths close. I integrated them numerically through the passage.

The energy of the mean motion rises by 1.9% of the original transfer. The changing gradient also sets the width of the packet oscillating, which adds 7.1%. Together they raise the transfer by about 9%. Higher terms in the expansion are not included; they add about another 1% of the transfer, mostly through three-quantum excitation.

**Q:** And a plasmon does not ring forever.

**A:** Add a damping force $-m\gamma\dot x$ to each axis. In the frequency domain, the velocity is

$$\tilde u(\Omega)=\frac{-i\Omega\,\tilde F(\Omega)}{m(\omega_p^2-\Omega^2-i\gamma\Omega)}.$$

The work done is $\int F\dot x\,dt=\int\tilde F^*\tilde u\,d\Omega/2\pi$. Its real part, folded onto positive frequencies, is

$$W=\frac1{\pi m}\int_0^\infty|\tilde F(\Omega)|^2\frac{\gamma\Omega^2}{(\omega_p^2-\Omega^2)^2+\gamma^2\Omega^2}\,d\Omega.$$

For small $\gamma$, put $\Omega=\omega_p+\delta$. The fraction becomes $\gamma/(4\delta^2+\gamma^2)$, whose integral is $\pi/2$, and $W\to|\tilde F(\omega_p)|^2/2m$ returns. With a rough linewidth $\hbar\gamma=4$ eV, quadrature with both force components gives 0.059 eV, which is 13% below the undamped value.

**Q:** The gas is not cold either, in the sense that its electrons move.

**A:** Their Fermi speed is 0.24 of the proton speed. For a fast plasma wave of wavevector $q$, the compression is one-dimensional, with pressure proportional to $n^3$. This adds $3\langle u_q^2\rangle q^2$ to $\omega_p^2$, where $u_q$ is the velocity component along $q$. A filled Fermi sphere has $\langle u_q^2\rangle=v_F^2/5$, so

$$\omega^2(q)=\omega_p^2+\tfrac35v_F^2q^2.$$

The passage contains a range of wavevectors. Assigning all of it to $q^2=(\omega_p/v)^2+1/b_0^2$ would move the resonance to 17.25 eV and lower the transfer by about 4%. That overstates the effect. Away from the ion's path its field has no divergence, so the cold gas there is displaced without being compressed, and no pressure force arises. Only waves spreading from the path bring compression to it.

**Q:** How close is all this to a real implant?

**A:** Proton energies of some hundreds of keV are used for silicon power devices, and a plasmon energy near 17 eV is roughly right for silicon. With the assumed 4 eV, the finite linewidth moves the number most among the effects sized here, lowering it by 13%. The shift scales roughly with the linewidth: about 10% at 3 eV and 7% at 2 eV. Dispersion matters less than the 4% of the single-wavevector estimate. The field gradient raises it by about 2% through the mean motion of a separate oscillator with an exactly linear spring, a shift that reverses sign with the ion's charge. In the gas the restoring force departs from $-m\omega_p^2\mathbf s$ at the same order in the displacement, so this figure gives only the size of the effect. The other 7% found above depends on the zero-point width of separate oscillators, which is an assumption about silicon. These shifts were found separately and need not add exactly, but with or without the width term they bring 0.067 eV down to about 0.06 eV. Further digits belong to the model.

Three other assumptions are safe here: a start in the ground state, a nonrelativistic ion field and a constant ion speed. At 300 K the thermal factor $e^{-\hbar\omega_p/k_BT}$ is about $10^{-279}$, $(v/c)^2$ is $9\times10^{-4}$, and the transfer is $1.7\times10^{-7}$ of the proton's energy, so a prescribed speed is reasonable for one passage. Close collisions, core electrons, band structure and electron capture by the proton are absent. The number is thus one distant contribution to electronic stopping, not the stopping power, and it does not predict lattice damage.

**Q:** Then when must I give up the formula itself?

**A:** When a premise behind $b_{\rm out}=b_{\rm in}+\beta$ fails. An anharmonic well adds nonlinear operator terms to $\dot a$, and a position-dependent force adds terms in $x$. In either case the single number $\tilde F(\omega)$ no longer fixes the outcome in general. If the force is still on, $\langle H_0\rangle$ is only a running value, changing at the rate $F\langle p\rangle/m$. And if the oscillator was already swinging, the interference term $2\hbar\omega\,{\rm Re}(\beta\langle b_{\rm in}\rangle^*)$ must be restored.
